# Tetragonal d-orbital energies and their conversion to A20, A40 and A44: test program

```python
"""Tetragonal field on a d shell: levels in Dq, Ds, Dt and harmonic coefficients.

Result under test, for V = sum A_kq C_kq with C_kq = sqrt(4 pi/(2k+1)) Y_kq:
  A20 = -7 Ds,  A40 = 21 (Dq - Dt),  A44 = A4,-4 = 21 sqrt(5/14) Dq
  E(z2)    =  6Dq - 2Ds - 6Dt      E(x2-y2) =  6Dq + 2Ds - Dt
  E(xy)    = -4Dq + 2Ds -  Dt      E(xz,yz) = -4Dq -  Ds + 4Dt
Dq, Ds, Dt are defined by angular-momentum operators; the harmonics are
integrated on an angular grid. Point charges -Z (four at distance a on x and y,
two at distance c on z) test the signs with the unexpanded Coulomb potential.
"""
import numpy as np
from math import factorial, sqrt, pi
from scipy.special import lpmv
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Angular product grid: Gauss-Legendre in cos(theta), uniform in phi
nodes_u, weights_u = np.polynomial.legendre.leggauss(60)
n_phi = 64
u, phi = np.meshgrid(nodes_u, 2 * pi * np.arange(n_phi) / n_phi, indexing="ij")
u, phi = u.ravel(), phi.ravel()
weight = np.repeat(weights_u, n_phi) * 2 * pi / n_phi
s = np.sqrt(1 - u**2)
x, y, z = s * np.cos(phi), s * np.sin(phi), u
directions = np.array([x, y, z]).T


def harmonic_c(k, q):
    """Renormalized spherical harmonic, Condon-Shortley phase."""
    p = abs(q)
    value = (sqrt(factorial(k - p) / factorial(k + p))
             * lpmv(p, k, u) * np.exp(1j * p * phi))
    return value if q >= 0 else (-1)**p * value.conj()


m_values = np.arange(-2, 3)
Y = np.array([sqrt(5 / (4 * pi)) * harmonic_c(2, m) for m in m_values])


def d_matrix(function):
    """Matrix of an angular function in the basis m = -2..2."""
    return (Y.conj() * (weight * function)) @ Y.T


# Real orbitals from Cartesian polynomials: z2, x2-y2, xy, xz, yz
real_orbitals = sqrt(5 / (4 * pi)) * np.array([
    (3 * z**2 - 1) / 2, sqrt(3) / 2 * (x**2 - y**2),
    sqrt(3) * x * y, sqrt(3) * x * z, sqrt(3) * y * z])
to_real = (Y.conj() * weight) @ real_orbitals.T
assert np.allclose(to_real.conj().T @ to_real, np.eye(5), atol=1e-12)


def in_real_basis(matrix):
    return to_real.conj().T @ matrix @ to_real


# Angular-momentum matrices for l = 2
raising = np.diag([sqrt(6 - m * (m + 1)) for m in m_values[:-1]], k=-1)
Lx = (raising + raising.T) / 2
Ly = (raising - raising.T) / 2j
Lz = np.diag(m_values).astype(float)
one = np.eye(5)


def power4(matrix):
    return np.linalg.matrix_power(matrix, 4)


def field_from_operators(Dq, Ds, Dt):
    cubic = 5 / 3 * (power4(Lx) + power4(Ly) + power4(Lz) - 102 / 5 * one)
    return (Dq * cubic + Ds * (Lz @ Lz - 2 * one)
            - Dt * (35 * power4(Lz) - 155 * Lz @ Lz + 72 * one) / 12)


C20, C40 = d_matrix(harmonic_c(2, 0)), d_matrix(harmonic_c(4, 0))
C44, C4m4 = d_matrix(harmonic_c(4, 4)), d_matrix(harmonic_c(4, -4))


def field_from_coefficients(A20, A40, A44):
    return A20 * C20 + A40 * C40 + A44 * (C44 + C4m4)


def coefficients(Dq, Ds, Dt):
    return -7 * Ds, 21 * (Dq - Dt), 21 * sqrt(5 / 14) * Dq


def level_formula(Dq, Ds, Dt):
    e_level = -4 * Dq - Ds + 4 * Dt
    return np.array([6 * Dq - 2 * Ds - 6 * Dt, 6 * Dq + 2 * Ds - Dt,
                     -4 * Dq + 2 * Ds - Dt, e_level, e_level])


def coefficients_from_levels(levels):
    a1, b1, b2, e = levels[:4]
    return (a1 - b1 - b2 + e, 0.3 * (6 * a1 + b1 + b2 - 8 * e),
            1.5 * sqrt(0.7) * (b1 - b2))


# Elementary matrix elements of the harmonics
assert np.allclose(C20, np.diag([-2, 1, 2, 1, -2]) / 7, atol=1e-12)
assert np.allclose(C40, np.diag([1, -4, 6, -4, 1]) / 21, atol=1e-12)
expected_c44 = np.zeros((5, 5))
expected_c44[4, 0] = sqrt(70) / 21
assert np.allclose(C44, expected_c44, atol=1e-12)

# Operator definition against harmonic expansion and against level formulas
example = (0.12, 0.05, 0.02)
for parameters in [example, (1, 0, 0), (0, 1, 0), (0, 0, 1), (0.3, -0.7, 0.45)]:
    H = field_from_operators(*parameters)
    assert np.allclose(H, field_from_coefficients(*coefficients(*parameters)),
                       atol=1e-11)
    assert np.allclose(in_real_basis(H), np.diag(level_formula(*parameters)),
                       atol=1e-11)
    assert abs(np.trace(H)) < 1e-11

# Recover arbitrary coefficients from the levels they produce
for trial in [(0.37, -1.3, 0.81), (-0.6, 2.2, 1.7)]:
    trial_levels = np.diag(in_real_basis(field_from_coefficients(*trial))).real
    assert np.allclose(coefficients_from_levels(trial_levels), trial, atol=1e-11)

# Point charges and a compact radial function P(r) proportional to r^3 (b-r)^2
Z, a, b = 2.0, 4.0, 2.5
t, wt = np.polynomial.legendre.leggauss(20)
r = b * (t + 1) / 2
density = wt * (r**3 * (b - r)**2)**2
density /= density.sum()
r2, r4 = density @ r**2, density @ r**4


def coulomb_matrix(c, angle=0.0):
    """Direct integration of Z/|r-R| over the density, no multipole expansion."""
    sites = [[a * np.cos(angle + j * pi / 2), a * np.sin(angle + j * pi / 2), 0]
             for j in range(4)] + [[0, 0, c], [0, 0, -c]]
    potential = np.zeros(len(u))
    for radius, probability in zip(r, density):
        for site in sites:
            distance = np.linalg.norm(radius * directions - np.array(site), axis=1)
            potential += probability * Z / distance
    return d_matrix(potential)


point_results = []
for c in (4.6, 3.6):
    pc = (Z * r4 / (6 * a**5), 2 / 7 * Z * r2 * (1 / a**3 - 1 / c**3),
          2 / 21 * Z * r4 * (1 / a**5 - 1 / c**5))
    A20, A40, A44 = coefficients(*pc)
    direct = coulomb_matrix(c)
    centre = np.trace(direct).real / 5
    assert abs(centre - Z * (4 / a + 2 / c)) < 1e-9
    assert np.allclose(direct - centre * one,
                       field_from_coefficients(A20, A40, A44), atol=1e-9)
    turned = coulomb_matrix(c, pi / 4)
    assert np.allclose(turned - centre * one,
                       field_from_coefficients(A20, A40, -A44), atol=1e-9)
    levels_pc = np.diag(in_real_basis(direct)).real - centre
    levels_turned = np.diag(in_real_basis(turned)).real - centre
    assert np.allclose(levels_turned[[1, 2]], levels_pc[[2, 1]], atol=1e-9)
    # Signs read from the directly integrated levels
    direct_A = coefficients_from_levels(levels_pc)
    direct_Dq = direct_A[2] / (21 * sqrt(5 / 14))
    direct_Ds = -direct_A[0] / 7
    direct_Dt = direct_Dq - direct_A[1] / 21
    assert np.sign(direct_Ds) == np.sign(direct_Dt) == np.sign(c - a)
    point_results.append((c, direct_Dq, direct_Ds, direct_Dt, levels_pc))
assert abs(point_results[0][1] - point_results[1][1]) < 1e-9

# Worked example
H = field_from_operators(*example)
levels = np.diag(in_real_basis(H)).real
A = coefficients_from_levels(levels)
names = ["z2", "x2-y2", "xy", "xz", "yz"]
print("MODEL PARAMETERS")
for name, value in zip(("Dq", "Ds", "Dt"), example):
    print(f"{name} = {value:.3f} eV")
print("Levels relative to the barycentre")
for name, value in zip(names, levels):
    print(f"E({name}) = {value:.4f} eV")
print(f"E(x2-y2) - E(xy) = {levels[1] - levels[2]:.4f} eV")
print(f"E(x2-y2) - E(z2) = {levels[1] - levels[0]:.4f} eV")
print(f"E(xy) - E(xz) = {levels[2] - levels[3]:.4f} eV")
print("Coefficients obtained from the levels")
for name, value in zip(("A20", "A40", "A44 = A4,-4"), A):
    print(f"{name} = {value:.5f} eV")
print(f"A44/A40 in this example = {A[2] / A[1]:.5f} (no unit)")
print(f"A44/A40 in a cubic field = {sqrt(5 / 14):.5f} (no unit)")
recovered_Dq = A[2] / (21 * sqrt(5 / 14))
print(f"Recovered Dq = {recovered_Dq:.5f} eV")
print(f"Recovered Ds = {-A[0] / 7:.5f} eV")
print(f"Recovered Dt = {recovered_Dq - A[1] / 21:.5f} eV")
print("POINT-CHARGE MODEL, direct Coulomb integration")
print(f"Z = {Z:.1f} e, a = {a:.1f} bohr, b = {b:.1f} bohr")
print(f"<r^2> = {r2:.5f} bohr^2, <r^4> = {r4:.5f} bohr^4")
for c, Dq, Ds, Dt, pc_levels in point_results:
    print(f"Axial distance c = {c:.1f} bohr")
    print(f"  Dq = {1000 * Dq:.4f} millihartree")
    print(f"  Ds = {1000 * Ds:.4f} millihartree")
    print(f"  Dt = {1000 * Dt:.4f} millihartree")
    for name, value in zip(names[:4], pc_levels[:4]):
        print(f"  E({name}) = {1000 * value:.4f} millihartree")
print(f"Point-charge 10Dq = {10 * point_results[0][1] * HARTREE_EV:.4f} eV")
print("verified")
```

Printed output:

```
MODEL PARAMETERS
Dq = 0.120 eV
Ds = 0.050 eV
Dt = 0.020 eV
Levels relative to the barycentre
E(z2) = 0.5000 eV
E(x2-y2) = 0.8000 eV
E(xy) = -0.4000 eV
E(xz) = -0.4500 eV
E(yz) = -0.4500 eV
E(x2-y2) - E(xy) = 1.2000 eV
E(x2-y2) - E(z2) = 0.3000 eV
E(xy) - E(xz) = 0.0500 eV
Coefficients obtained from the levels
A20 = -0.35000 eV
A40 = 2.10000 eV
A44 = A4,-4 = 1.50599 eV
A44/A40 in this example = 0.71714 (no unit)
A44/A40 in a cubic field = 0.59761 (no unit)
Recovered Dq = 0.12000 eV
Recovered Ds = 0.05000 eV
Recovered Dt = 0.02000 eV
POINT-CHARGE MODEL, direct Coulomb integration
Z = 2.0 e, a = 4.0 bohr, b = 2.5 bohr
<r^2> = 2.24359 bohr^2, <r^4> = 6.00962 bohr^4
Axial distance c = 4.6 bohr
  Dq = 1.9563 millihartree
  Ds = 6.8607 millihartree
  Dt = 0.5621 millihartree
  E(z2) = -5.3563 millihartree
  E(x2-y2) = 24.8967 millihartree
  E(xy) = 5.3342 millihartree
  E(xz) = -12.4373 millihartree
Axial distance c = 3.6 bohr
  Dq = 1.9563 millihartree
  Ds = -7.4468 millihartree
  Dt = -0.7752 millihartree
  E(z2) = 31.2825 millihartree
  E(x2-y2) = -2.3807 millihartree
  E(xy) = -21.9433 millihartree
  E(xz) = -3.4792 millihartree
Point-charge 10Dq = 0.5323 eV
verified
```
